# Born series convergence for the Coulomb resolvent at negative and complex energies, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I understand the Born series as "the electron scatters off the nucleus zero, one, two, … times". For a one-electron ion such as Li²⁺, what exactly is being summed?

**A.** Take Hartree atomic units, a fixed point nucleus and no relativity. Then $H=T+V$ with $T=-\tfrac12\nabla^2$ and $V=-Z/r$; $Z$ is real, and $Z>0$ means attraction. The full and free resolvents are $G=(E-H)^{-1}$ and $G_0=(E-T)^{-1}$. The spectrum of $T$ is $[0,\infty)$, so $E$ is kept off that half-line, and we write $E=-k^2/2$ with $\mathrm{Re}\,k>0$. For now $k$ is real.

Multiply $E-T=(E-H)+V$ by $G_0$ from the left and by $G$ from the right. This gives $G=G_0+G_0VG$. Inserting the equation into itself $M$ times gives

$$G=\sum_{m=0}^{M}B_m+(G_0V)^{M+1}G,\qquad B_m=G_0(VG_0)^m=K^mG_0,\qquad K=G_0V .$$

The Born series is $\sum_m B_m$, a geometric series in the kernel $K$. Its fate depends on the eigenvalues $\eta(E)$ of $K$. The eigenfunctions of $K$ at fixed $E$ are called Weinberg states.

**Q.** Can those eigenvalues be found for the Coulomb potential?

**A.** Yes. Apply $E-T$ to $G_0V\phi=\eta\phi$ with $\eta\ne0$. The result is $-Z\phi/r=-\eta\,(T+k^2/2)\phi$, or

$$\Big(T+\frac{k^2}{2}\Big)\phi=\frac{Z}{\eta}\,\frac{\phi}{r}.$$

This is the Schrödinger equation with the energy held fixed and the charge $Z/\eta$ as the unknown. We look for solutions of finite norm and finite kinetic energy. Put $\phi=u(r)Y_{lm}/r$, $h_l=-\tfrac12 d^2/dr^2+l(l+1)/(2r^2)$, and define $\nu$ by $Z/\eta=\nu k$, so that $(h_l+k^2/2)u=\nu k\,u/r$. With $x=2kr$ one has $d^2/dr^2=4k^2d^2/dx^2$, $1/r=2k/x$ and $1/r^2=4k^2/x^2$. Dividing by $-2k^2$,

$$u''-\frac{l(l+1)}{x^2}u-\frac u4+\frac{\nu}{x}u=0 .$$

Near $x=0$ the solutions behave as $x^{l+1}$ or $x^{-l}$. The second gives $\phi\sim r^{-l-1}$, whose kinetic energy $\int|\nabla\phi|^2d^3r$ diverges at the origin for every $l$, so it is excluded. Write $u=x^{l+1}e^{-x/2}F$ and $q=(l+1)/x-\tfrac12$. Then $u''=x^{l+1}e^{-x/2}[F''+2qF'+(q^2+q')F]$, with $q^2+q'=l(l+1)/x^2-(l+1)/x+\tfrac14$. The centrifugal term and the $\tfrac14$ cancel, and multiplying by $x$ leaves

$$xF''+(b-x)F'-aF=0,\qquad a=l+1-\nu,\quad b=2l+2 .$$

For $F=\sum_ja_jx^j$ the coefficient of $x^j$ gives $a_{j+1}/a_j=(j+a)/[(j+1)(j+b)]$.

For real $k$, $\nu$ is real and positive, because $\nu k\langle u|r^{-1}|u\rangle=\langle u|h_l+k^2/2|u\rangle>0$. Suppose the series does not end. Since $(j+a)/(j+b)\to1$, beyond some $j_0$ the ratio exceeds $\tfrac34/(j+1)$, which is the coefficient ratio of $e^{3x/4}$, and the coefficients keep one sign. So $|F|$ grows at least like $e^{3x/4}$, $|u|$ at least like $e^{x/4}$, and $u$ is not normalizable. The series must end: $a=-j$, so $\nu=n=l+1+j$. Hence

$$\eta_n=\frac{Z}{nk},\qquad n>l,$$

and $F$ is the Laguerre polynomial $L^{2l+1}_{n-l-1}(x)$. These $u$ are the Coulomb Sturmians $S_{nl}$. All of them share the exponent $e^{-kr}$, and none depends on $Z$.

**Q.** Are they orthogonal, like the hydrogen orbitals?

**A.** Only with the weight $1/r$. Take $(h_l+k^2/2)S_{nl}=nk\,S_{nl}/r$ against $S_{n'l}$, exchange $n$ and $n'$, and subtract. Since $h_l$ is symmetric, $(n-n')k\int S_{nl}S_{n'l}\,dr/r=0$. For the norm use $dr/r=dx/x$, so that with $\alpha=2l+1$ one needs $\int x^{\alpha}e^{-x}(L_j^\alpha)^2dx$. Replace one factor by the Rodrigues formula $L_j^\alpha=(x^{-\alpha}e^x/j!)\,d^j(x^{j+\alpha}e^{-x})/dx^j$ and integrate by parts $j$ times; the boundary terms vanish. The leading coefficient of $L_j^\alpha$ is $(-1)^j/j!$, so its $j$-th derivative is $(-1)^j$, which cancels the sign from the partial integrations and leaves $\int x^{j+\alpha}e^{-x}dx/j!=(j+\alpha)!/j!$. With $j+\alpha=n+l$,

$$S_{nl}=\sqrt{\frac{(n-l-1)!}{(n+l)!}}\;x^{l+1}e^{-x/2}L^{2l+1}_{n-l-1}(x),\qquad\int_0^\infty S_{nl}S_{n'l}\frac{dr}{r}=\delta_{nn'} .$$

The first is $S_{10}=2kr\,e^{-kr}$. The numerical check tests the differential equation and the weighted integrals symbolically for $l\le2$, $n\le4$.

**Q.** Hydrogen needs its continuum to form a complete set. Why may you do without one?

**A.** Because the operator behind the Sturmians is compact. Let $R=-G_0=(T+k^2/2)^{-1}$, let $R_l$ be its part in wave $l$, let $W=r^{-1/2}$, and set $A_l=WR_lW$ on $L^2(0,\infty)$.

The kernel of $R_0$ is $g_0=(2/k)\sinh(kr_<)e^{-kr_>}$. It solves the free equation on both sides of $r'$, vanishes at $0$ and $\infty$, and its slope jumps at $r'$ by $-2e^{-kr'}(\sinh kr'+\cosh kr')=-2$, so that $-\tfrac12\,\partial_r^2g_0$ supplies exactly $\delta(r-r')$. For general $l$ the free solutions are $\sqrt r\,I_{l+1/2}(kr)$ and $\sqrt r\,K_{l+1/2}(kr)$. Their Wronskian is constant and can be read at large $r$, where they tend to $e^{kr}/\sqrt{2\pi k}$ and $\sqrt{\pi/2k}\,e^{-kr}$; it is $(1/2k)(-2k)=-1$. The same jump of $-2$ then requires $g_l=2\sqrt{rr'}\,I_{l+1/2}(kr_<)K_{l+1/2}(kr_>)$.

The squared kernel of $A_0$ is integrable. With $y=kr_>$, $z=kr_<$ and a factor 2 for the two orderings,

$$\iint\frac{g_0^2}{rr'}\,dr\,dr'=\frac{8}{k^2}\int_0^\infty dy\,\frac{e^{-2y}}{y}\int_0^y\frac{\sinh^2z}{z}\,dz .$$

From $\sinh z\le z\cosh z$ follows $\sinh^2z/z\le\tfrac12\sinh2z$. For $y\le1$ the inner integral is therefore at most $\tfrac12y\sinh2$, and the outer integrand is bounded. For $y>1$ split the inner range at $y/2$. The lower part is at most $\int_0^{y/2}\tfrac14e^{2z}dz\le e^{y}/8$, and the upper part at most $(2/y)\int_0^y\tfrac14e^{2z}dz\le e^{2y}/(4y)$. The outer integrand is then below $e^{-y}/(8y)+1/(4y^2)$, which is integrable. A symmetric operator with a square-integrable kernel is compact.

For $l>0$, complete the square: $\langle\psi|R_l|\psi\rangle=\max_u[2\,\mathrm{Re}\langle\psi|u\rangle-\langle u|h_l+k^2/2|u\rangle]$, reached at $u=R_l\psi$. The centrifugal term only enlarges the subtracted quantity, so $0\le A_l\le A_0$, that is $\|A_l^{1/2}\chi\|\le\|A_0^{1/2}\chi\|$. An operator is compact exactly when it sends every weakly vanishing sequence to a sequence whose norm vanishes. $A_0^{1/2}$ does so, hence $A_l^{1/2}$ does, and $A_l$ is compact. It has no zero eigenvalue: $A_l\chi=0$ means $R_lW\chi=0$, and applying $h_l+k^2/2$ gives $W\chi=0$.

The spectral theorem for compact symmetric operators now says that the eigenfunctions of $A_l$ form a basis. If $A_l\chi=\mu\chi$, put $u=R_lW\chi$. Then $Wu=\mu\chi$, so $(h_l+k^2/2)u=W\chi=u/(\mu r)$, and $\langle u|h_l+k^2/2|u\rangle=\langle\chi|A_l|\chi\rangle$ is finite. This is the problem solved above, so $\mu=1/(nk)$ and the basis is $\{WS_{nl}\}$. In three dimensions $1/(nk)$ occurs $\sum_{l<n}(2l+1)=n^2$ times; the eigenvalues tend to zero with finite multiplicity, so the full $A=WRW$ is compact.

A missed eigenvalue would show in the trace, because $\iint g_l^2/(rr')$ equals the sum of all squared eigenvalues. Quadrature of $k^2\iint g_l^2/(rr')$ gives 1.64493407, 0.64493407 and 0.39493407 for $l=0,1,2$, and $\sum_{n>l}n^{-2}$ gives the same; the program asserts agreement to $10^{-7}$ relative to the sum. It also tests $Z\int g_lS_{nl}\,dr'/r'=\eta_nS_{nl}$ by quadrature for four states at $k=2.4$ bohr⁻¹, to an absolute $10^{-9}$.

**Q.** What do the Born terms look like in this basis?

**A.** Define $C=R^{1/2}W$, so that $A=C^\dagger C$, and $\Omega=CC^\dagger=R^{1/2}r^{-1}R^{1/2}$. Work in one wave and drop $l$. The vectors $\varphi_n=\sqrt{nk}\,CWS_n$ obey $\Omega\varphi_n=\sqrt{nk}\,CA\,WS_n=\varphi_n/(nk)$ and $\langle\varphi_n|\varphi_{n'}\rangle=\sqrt{nn'}\,k\langle WS_n|A|WS_{n'}\rangle=\delta_{nn'}$. They are complete: a $\psi$ orthogonal to all of them has $C^\dagger\psi$ orthogonal to the basis $WS_n$, so $WR^{1/2}\psi=0$ and $\psi=0$. Also $R^{1/2}\varphi_n=\sqrt{nk}\,R\,(S_n/r)=S_n/\sqrt{nk}$.

The two minus signs in $G_0=-R$ and $V=-Z/r$ give $VG_0=+Zr^{-1}R$. Splitting each $R$ into two square roots,

$$B_m=-R\,(Zr^{-1}R)^m=-R^{1/2}(Z\Omega)^mR^{1/2}=-\sum_n\eta_n^m\,\frac{|S_n\rangle\langle S_n|}{nk}.$$

Likewise $K=R^{1/2}(Z\Omega)R^{-1/2}$, so on functions of finite kinetic energy, normed by $\|R^{-1/2}\phi\|$, $K$ is a copy of $Z\Omega$ and its nonzero spectrum is exactly $\{\eta_n\}$. Finally $H-E=R^{-1/2}(1-Z\Omega)R^{-1/2}$, so whenever no $\eta_n$ equals 1,

$$G=-R^{1/2}(1-Z\Omega)^{-1}R^{1/2}=-\sum_n\frac{|S_n\rangle\langle S_n|}{nk(1-\eta_n)}=-\sum_n\frac{|S_n\rangle\langle S_n|}{nk-Z}.$$

For $Z>0$ the poles lie at $k=Z/n$, which are the levels $E_n=-Z^2/(2n^2)$. Using $1/(1-\eta)-\sum_{m\le M}\eta^m=\eta^{M+1}/(1-\eta)$ in each channel, the remainder is

$$G-\sum_{m=0}^MB_m=-\sum_n\frac{\eta_n^{M+1}}{1-\eta_n}\,\frac{|S_n\rangle\langle S_n|}{nk},$$

which holds whether or not the series converges.

**Q.** So at which energies does it converge?

**A.** For real $E<0$ and $Z>0$, in operator norm on square-integrable functions, exactly when $E<E_1=-Z^2/2$.

For sufficiency, $\|R\|=\sup_{t\ge0}(t+k^2/2)^{-1}=2/k^2$, and $\|Z\Omega\|=|\eta_1|=|Z|/k$ over all waves. So $\|B_m\|\le(2/k^2)|\eta_1|^m$, and for $|\eta_1|<1$ the norm of the remainder is at most $(2/k^2)|\eta_1|^{M+1}/(1-|\eta_1|)$, which tends to zero. At $m=0$ the first bound is attained, since $\|B_0\|=\|R\|$. For large $m$ the channel $n=1$ dominates, and because $\|S_{10}\|^2=\int4k^2r^2e^{-2kr}dr=1/k$, the norm $\|B_m\|$ approaches $|\eta_1|^m/k^2$, half the bound.

For necessity one vector suffices. The radial function $S_{10}/r=2ke^{-kr}$ is square integrable. Since $G_0(S_{10}/r)=-S_{10}/k$ and $KS_{10}=\eta_1S_{10}$,

$$B_m\,\frac{S_{10}}{r}=-\eta_1^m\,\frac{S_{10}}{k}.$$

For $|\eta_1|\ge1$ the terms do not tend to zero, so the series cannot converge, even on this vector. The condition $|\eta_1|<1$ reads $k>|Z|$, or $E<-Z^2/2$. At $E=E_1$ the terms on this vector are all equal and the sum grows linearly in $M$.

**Q.** At $E_1$ the resolvent has a pole, so failure there is natural. But between $E_1$ and $E_2$ it is finite. Why does the series not recover?

**A.** Because it is a power series in the coupling, not in the energy. Replace $V$ by $\lambda V$ at fixed $E$. The $m$-th term acquires $\lambda^m$, so the Born series is the Taylor series about $\lambda=0$ of $G(E;\lambda)=-\sum_n|S_n\rangle\langle S_n|/(nk-\lambda Z)$, evaluated at $\lambda=1$. The poles are at $\lambda_n=nk/Z=1/\eta_n$. At $\lambda_n$ the charge is $nk$, and level $n$ of that charge, $-(nk)^2/(2n^2)$, equals $E$; the Sturmian is that bound state. A Taylor series converges only out to its nearest pole, $|\lambda_1|=k/|Z|$. If $E>E_1$, then as the potential is turned up from zero the ground level comes down from threshold and passes through $E$ at $\lambda_1<1$. The function is finite again beyond the pole, but $\lambda=1$ lies outside the disc of convergence.

The same picture counts levels: $\eta_n>1$ means $n<Z/k$, which means $E_n<E$. In each wave the number of Weinberg eigenvalues above 1 equals the number of levels below $E$. For $k\to\infty$ all $\eta_n\to0$ and $G\to G_0$. For $k\to0$ the number above 1 grows without limit, as the Rydberg series requires.

**Q.** Can you show this for Li²⁺?

For an attractive Coulomb potential and real negative energy, this part has shown that the Born series converges in operator norm exactly when $E<E_1$, because its terms are governed by the Weinberg eigenvalues $\eta_n=Z/(nk)$. What remains is the Li²⁺ example, followed by probes of other symmetry, repulsive potentials, complex energies and a repair of the series between $E_1$ and $E_2$.

Numerical values quoted here were computed with a short program.
